# Why moderate ion energy densifies a film and excessive energy damages it

## Definitions and conventions

During the plasma step of a deposition cycle, ions cross the sheath and strike the growing film. Let an ion of mass $m$ arrive with kinetic energy $E$ and hit a film atom of mass $M$ that is at rest. The kinetic energy received by the atom is $T$. The impact parameter $b$ is the distance by which the ion would miss the atom's centre if there were no force, and $\theta$ is the scattering angle in the centre-of-mass frame. Energies are in eV, lengths in Å and masses in atomic mass units (u).

Two energies describe the film:

- $E_r$ moves a loosely held atom into a neighbouring open site.
- $E_d>E_r$ drives an atom out of its site for good, leaving the site open.

The open fraction $v$ is the share of atomic sites in the fresh layer that are empty. A dense layer has small $v$. Before ion exposure $v=v_0$, and the layer then receives a fluence $\Phi$ (ions per area).

The example is Ar⁺ or He⁺ on MnO, where the real masses and nuclear charges enter. The other inputs are round model values, not data for MnO: $E_r=5$ eV and $E_d=25$ eV for both Mn and O, $v_0=0.20$, and $\Phi=0.40$ ions/Å$^2$.

Kinematics alone does not make a film dense. It says which energy transfers are possible. Two further ingredients are needed: a premise about what each transfer does to the film, and a force law that says how often each transfer occurs. These contributions are taken one at a time.

## First contribution: the mass ratio

Assume an elastic collision with a free atom. With ion speed $w$, the centre of mass moves at

$$V=\frac{m w}{m+M}.$$

In the centre-of-mass frame the atom starts with velocity $-V\mathbf e$, where $\mathbf e$ is the ion's direction. An elastic collision keeps its speed and turns its direction by $\theta$, so it leaves with $-V\mathbf e'$, where $\mathbf e\cdot\mathbf e'=\cos\theta$. Adding the centre-of-mass velocity gives the laboratory velocity $V(\mathbf e-\mathbf e')$, whose square is

$$V^2(2-2\cos\theta)=4V^2\sin^2\frac{\theta}{2}.$$

Therefore

$$T=\frac M2\,\frac{4m^2w^2}{(m+M)^2}\sin^2\frac\theta2
=\gamma E\sin^2\frac\theta2,\qquad \gamma=\frac{4mM}{(m+M)^2},$$

since $E=mw^2/2$. The force law affects $\theta$ but not the upper bound $T\le\gamma E$, which a head-on collision reaches.

For Ar on Mn, with masses 39.948 and 54.938 u, $\gamma=0.9750$: nearly all the energy can be passed on. For He on Mn, with 4.003 u for the ion, $\gamma=0.2532$. The factor is 1 for equal masses and tends to $4m/M$ for a very light ion.

## Second contribution: the two material energies

A direct hit can supply an energy $E_*$ if $\gamma E\ge E_*$. This divides the ion energies into three ranges:

- $E<E_r/\gamma$: no direct hit can rearrange the film.
- $E_r/\gamma<E<E_d/\gamma$: direct hits can rearrange but not displace.
- $E>E_d/\gamma$: some direct hits can displace.

For Ar on Mn the boundaries are $5/0.9750=5.13$ eV and $25/0.9750=25.6$ eV. For a single target species their ratio is $E_d/E_r=5$, whatever the ion mass. Changing the ion moves the window without changing its relative width.

A compound is more demanding. To rearrange both sublattices and displace neither by direct hits, the energy must exceed the larger $E_r/\gamma$ and stay below the smaller $E_d/\gamma$. With the same $E_r$ and $E_d$ for both species, the ratio of the upper to the lower edge is

$$\frac{E_d}{E_r}\,\frac{\gamma_{\min}}{\gamma_{\max}}.$$

For Ar on O, $\gamma=0.8168$, so the common window runs from 6.1 to 25.6 eV, a ratio of 4.2. For He on O, $\gamma=0.6403$, and the window runs from 19.7 to 39.0 eV, a ratio of 2.0. Helium raises the damage threshold, but its unequal coupling to the two sublattices lowers the ratio of the window's edges. The width in eV is almost the same for the two ions, 19.5 eV for Ar and 19.3 eV for He.

The lower edge is less certain than the upper one. At 5 eV the transfer is comparable with bond energies, and treating the struck atom as free is rough.

## Third contribution: relay through another atom

An ion may strike an O atom, which then strikes a Mn atom. To compare this with a direct hit, write $M/m=e^{\delta}$. Then

$$\gamma=\frac{4e^\delta}{(1+e^\delta)^2}
=\frac{4}{(e^{\delta/2}+e^{-\delta/2})^2}
=\frac1{\cosh^2(\delta/2)}.$$

For a relay atom of mass $\mu$, set $p=\tfrac12\ln(\mu/m)$ and $q=\tfrac12\ln(M/\mu)$, so that $p+q=\tfrac12\ln(M/m)$. Two separate head-on collisions pass on the fraction $1/(\cosh p\cosh q)^2$; a direct one passes on $1/\cosh^2(p+q)$. Since

$$\cosh(p+q)=\cosh p\cosh q+\sinh p\sinh q,$$

this two-collision relay passes on more precisely when $\sinh p\sinh q>0$. This requires $p$ and $q$ to have the same sign, which means that $\mu$ lies strictly between $m$ and $M$.

Oxygen, at 15.999 u, lies between He and Mn. The O→Mn factor is 0.6987, so the relay factor is $0.6403\times0.6987=0.447$, against 0.253 for the direct hit. At 60 eV, He can give Mn $0.2532\times60=15.2$ eV directly but 26.8 eV through O. The second value exceeds $E_d$ and the first does not. The relay threshold for Mn is 55.9 eV, well below the direct threshold of 98.7 eV.

For Ar, oxygen lies outside the mass interval, and the two-collision relay factor of 0.571 is below the direct 0.975. Here the sequence does not end after two collisions: Ar keeps moving forward, so the O atom rebounds from Mn, is struck again by Ar and hits Mn a second time. For free atoms in a line this raises the fraction received by Mn to 0.838, still below the direct value.

The relay does not set the first onset of damage here. Helium can displace O directly from 39.0 eV. The relay would come first if the displacement energy of O exceeded $25/0.6987=35.8$ eV while that of Mn stayed at 25 eV. These values assume successive free-atom collisions. In a solid the repulsions of neighbouring atoms overlap and the relay atom may lose energy to its bonds, so they are estimates for this sequence of collisions. They are not an upper bound, because a light ion can rebound and strike the same atom again. A He atom lying in line between Mn and O that hits O, rebounds head-on from Mn and hits O once more passes on 0.80 of its energy instead of 0.64, enough to displace O from about 31 eV. This needs a special alignment and is left out below.

## Fourth contribution: the spread of impact parameters

Above threshold, an off-centre hit may still transfer too little for displacement. Hard spheres give a simple distribution. Let $R$ be the sum of the two radii. At contact, the line of centres makes an angle $\alpha$ with the ion's path, where $\sin\alpha=b/R$. Reflection of the relative velocity gives $\theta=\pi-2\alpha$, hence

$$\sin^2\frac\theta2=\cos^2\alpha=1-\frac{b^2}{R^2},
\qquad T=\gamma E\left(1-\frac{b^2}{R^2}\right).$$

Ions arrive uniformly over the disc of area $\sigma_0=\pi R^2$. The area inside $b$ is proportional to $b^2$, so $b^2/R^2$ is uniformly distributed between 0 and 1, and $T$ is uniform between 0 and $\gamma E$.

Let $u=\gamma E$. The condition $T>E_*$ means $b^2<R^2(1-E_*/u)$. The cross sections for transfers above $E_r$ and above $E_d$ are therefore

$$\sigma_r=\sigma_0\left(1-\frac{E_r}{u}\right),\qquad
\sigma_d=\sigma_0\left(1-\frac{E_d}{u}\right),$$

each being zero below its threshold. Displacement thus starts from zero probability and grows in proportion to $u-E_d$ near the threshold. A hit at an energy above the threshold is not automatically a damaging hit.

## Fifth contribution: competition between filling and opening

The premise linking collisions to density is now stated. Each site has one associated atom, which sits in the site if it is filled and beside it if it is open. A hit on that atom with $E_r<T<E_d$ leaves the site filled. A hit with $T>E_d$ leaves it open, with the atom nearby. Weaker hits change nothing. The number of atoms per site is fixed, so $v$ counts atoms that are out of place and stands for density only as a proxy: pore collapse, shrinkage of the layer and further collisions of the recoiling atom are not described. Hits are independent, at normal incidence, and there is no thermal annealing, chemistry or sputtering.

Call a hit effective if $T>E_r$. The number of effective hits per site follows a Poisson distribution with mean $k=\Phi\sigma_r$, so a site escapes them with probability $e^{-k}$. Otherwise the last effective hit fixes its state. That hit leaves the site open with probability $s=\sigma_d/\sigma_r$. Thus

$$v=v_0e^{-k}+s\,(1-e^{-k}).$$

For small fluence, $e^{-k}\approx1-k$ gives

$$v-v_0\approx k(s-v_0)=\Phi(\sigma_d-v_0\sigma_r)
=\Phi\left[(1-v_0)\sigma_d-v_0(\sigma_r-\sigma_d)\right].$$

The first term in the bracket is the opening of filled sites; the second is the filling of open ones. Damage acts on the large filled population and densification on the small open one. A modest $\sigma_d$ can therefore outweigh a much larger filling cross section. For large fluence, $v$ tends to $s$, and the initial state is forgotten.

### Where the hard-sphere film is densest

Take $0<v_0\le1$, and let $K=\Phi\sigma_0>0$. For $E_r<u<E_d$, $s=0$ and

$$v=v_0\exp\left[-K\left(1-\frac{E_r}{u}\right)\right],$$

which falls as $u$ rises. More impacts become able to fill a site, and none can open one.

For $u>E_d$,

$$s=\frac{u-E_d}{u-E_r},\qquad
\frac{ds}{du}=\frac{E_d-E_r}{(u-E_r)^2},\qquad
\frac{dk}{du}=\frac{KE_r}{u^2}.$$

Differentiating $v$ and multiplying by $e^k$ gives

$$e^k\frac{dv}{du}=(e^k-1)\frac{ds}{du}+(s-v_0)\frac{dk}{du}.$$

Because $e^k-1\ge k=K(u-E_r)/u$ and $ds/du>0$,

$$e^k\frac{dv}{du}\ge\frac K{u^2}\left[
\frac{u(E_d-E_r)+E_r(u-E_d)}{u-E_r}-v_0E_r\right].$$

The numerator equals $uE_d-E_rE_d=E_d(u-E_r)$, so

$$e^k\frac{dv}{du}\ge\frac K{u^2}(E_d-v_0E_r)>0.$$

The open fraction stays at $v_0$ up to $u=E_r$, falls from there to $u=E_d$ and rises beyond it. In this hard-sphere model the best energy is $E_d/\gamma$ for every nonzero fluence.

### Where the benefit is lost

Subtracting $v_0$ from the formula for $v$ gives

$$v-v_0=(s-v_0)(1-e^{-k}).$$

The treated film is no better than the untreated one when $s=v_0$. For $v_0<1$ this means $u-E_d=v_0(u-E_r)$, or

$$u=\frac{E_d-v_0E_r}{1-v_0}.$$

The fluence has dropped out: more ions of this energy neither help nor harm. Here $u=(25-1)/0.8=30$ eV, which for Ar on Mn is $30/0.9750=30.8$ eV. The break-even energy is 20% above the displacement threshold.

This narrow margin depends in part on the premise that every transfer above $E_d$ leaves a lasting open site. Suppose instead that a fraction $\eta$ of such hits does so and the rest change nothing. Break-even then requires opening and filling to balance:

$$\eta(1-v_0)\sigma_d=v_0(\sigma_r-\sigma_d).$$

With $\sigma_d=\sigma_0(u-E_d)/u$ and $\sigma_r-\sigma_d=\sigma_0(E_d-E_r)/u$,

$$u=E_d+\frac{v_0(E_d-E_r)}{\eta(1-v_0)}.$$

For $\eta=1$ this returns 30 eV; for $\eta=0.5$ it gives 35 eV. Recombination of defects widens the margin without moving the threshold at which displacement begins.

## Sixth contribution: the force law

Real atoms repel gradually. As a model of this, use the universal screened Coulomb potential,

$$U(r)=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0r}\sum_{i=1}^4c_i e^{-d_i r/a},
\qquad a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},$$

where $Z_1,Z_2$ are the nuclear charges, $a_0$ is the Bohr radius, $c_i=(0.18175,0.50986,0.28022,0.02817)$ and $d_i=(3.19980,0.94229,0.40290,0.20162)$. At tens of eV it is an approximation, since it leaves out bonding and the particular electronic structure of the pair.

In relative motion the energy is $E_c=EM/(m+M)$. Let $g$ be the initial relative speed and $\varphi$ the polar angle. Conservation of angular momentum gives $\dot\varphi=bg/r^2$, and conservation of energy gives $\dot r^2=g^2[1-U/E_c-b^2/r^2]$. Dividing $\dot\varphi$ by $\dot r$ and integrating over the inward and outward halves of the path gives

$$\theta=\pi-2b\int_{r_0}^{\infty}
\frac{dr}{r^2\sqrt{1-U(r)/E_c-b^2/r^2}},$$

where $r_0$ is the closest approach. The integral was evaluated by Gauss–Legendre quadrature. For this repulsion $T$ falls as $b$ grows, so a root search for the $b_*$ at which $T=E_*$ gives the cross section $\pi b_*^2$.

To compare the two force laws, $R$ is set to the screened potential's head-on closest approach at the Ar→Mn displacement threshold. This gives $R=1.515$ Å, $\sigma_0=7.21$ Å$^2$ and $K=0.40\times7.21=2.9$. Neighbouring Mn and O atoms in MnO are only about 2.2 Å apart, so impact discs of this size overlap and one ion can strike two atoms almost together. Treating the hits as independent is then rough, and the open fractions below illustrate the model rather than predict values for MnO. The results for the Mn sublattice under direct Ar hits are:

| $E$ (eV) | hard $v$ | screened $v$ |
|---:|---:|---:|
| 10 | 0.049 | 0.036 |
| 15 | 0.030 | 0.021 |
| 25.6 | 0.020 | 0.014 |
| 28 | 0.112 | 0.066 |
| 40 | 0.395 | 0.228 |
| 60 | 0.596 | 0.347 |

As an example of the arithmetic, at 25.6 eV the hard spheres have $\sigma_r=5.77$ Å$^2$, so $k=0.40\times5.77=2.31$ and $v=0.20e^{-2.31}=0.020$. At 60 eV, $\sigma_r=6.60$ and $\sigma_d=4.13$ Å$^2$, so $k=2.64$, $s=0.626$ and $v=0.20e^{-2.64}+0.626(1-e^{-2.64})=0.596$.

The threshold is common to both force laws, but the damage beyond it is not. At 60 eV the screened potential gives $\sigma_d=2.50$ Å$^2$ and $s=0.357$. Its break-even energy, found from $\sigma_d=v_0\sigma_r$, is 37.2 eV instead of 30.8 eV.

A gradual force could also move the optimum. For a fast, weakly deflected ion, the momentum given to the atom is roughly the transverse force integrated along a straight path, divided by the ion speed. At fixed $b$ it varies as $1/\sqrt E$, and $T$ as $1/E$. At high energy $\sigma_r$ must therefore shrink. Below the displacement threshold $v=v_0e^{-\Phi\sigma_r}$, so a maximum of $\sigma_r$ there would be the best energy in that range.

That does not happen in this example. The screened $\sigma_r$ is 6.67 Å$^2$ at threshold, 6.98 at 40 eV, 7.01 at 60 eV and 6.81 at 100 eV. It is still rising when displacement begins, and a numerical search puts the optimum at 25.6 eV, as for hard spheres. The maximum of $\sigma_r$ lies near 51 eV, so with the same $E_r$ and an $E_d$ above about 50 eV the optimum would fall below the displacement threshold.

## Weighing the contributions

The mass ratio and $E_d$ locate the onset of direct displacement. The force law does not enter that onset, but it has a large effect on the amount of damage: at 60 eV, replacing hard spheres by the screened potential lowers $v$ from 0.60 to 0.35. Relay matters for the light ion, where it brings the Mn threshold down by more than 40 eV, and not for Ar on Mn.

Fluence and energy are interchangeable on one side of the threshold. Below it, $v$ depends on the product $\Phi\sigma_r$. Hard-sphere Ar at 10 eV has $\sigma_r=3.51$ Å$^2$, so it reaches the density obtained at 25.6 eV if the fluence is raised to $0.40\times5.77/3.51=0.66$ ions/Å$^2$. Above threshold, extra fluence can lower $v$ only as far as $s$, which for hard spheres rises with energy. At 28 eV, larger fluence brings $v$ towards $s=0.10$, five times the value reached at threshold with the original fluence.

This asymmetry matters when the ions have a spread of energies. For independent hits, $\sigma_r$ and $\sigma_d$ are replaced by their averages over the spectrum, and the argument about the last effective hit is unchanged. A tail above $E_d/\gamma$ then gives a nonzero $s$ even if the mean energy lies below the threshold. Within this model, an energy somewhat too low costs exposure time, while an energy too high sets a floor on the open fraction that exposure cannot remove.

The conclusion concerns damage by elastic impact. Ion neutralization, reactions with plasma radicals, sputtering and heating can change density by other routes, and thermal motion of the atoms blurs the thresholds. The ionization energies of Ar and He, about 16 and 25 eV, are as large as the window itself, and part of this energy is released in the film when the ion is neutralized. Where these dominate, the collision window is not a sufficient guide to the best ion energy.

Numerical values quoted here were computed with a short program.
